\section*{Transport and quantum lifetimes for point disorder in Dirac and Weyl materials}

\section{Problem}

An electron at the Fermi energy has two lifetimes. The quantum lifetime $\tau_q$ is the mean time until any scattering event removes it from its Bloch state. The transport lifetime $\tau_{tr}$ fixes the conductivity and measures how long the electron keeps its direction of motion.

Three materials contain weak, static point disorder: graphene, bilayer graphene in its low-energy two-band model, and a Weyl semimetal with isotropic, untilted nodes. Here a point scatterer has a potential that

\begin{itemize}
\item is equal on all pseudospin components (sublattices, layers or orbitals);
\item is short compared with the Fermi wavelength, so that its Fourier transform is a constant $U_0$ for all momentum transfers within one Fermi surface;
\item is smooth enough not to transfer electrons between valleys or nodes.
\end{itemize}

Find $\tau_{tr}/\tau_q$ for each material. Then find the mobilities for the following rough typical values, at a temperature of 4 K:

\begin{center}
\begin{tabular}{lccc}
 & $k_F$ (nm$^{-1}$) & $v$ ($10^5$ m/s) & $\tau_q$ (fs)\\
graphene & 0.177 & 10.0 & 100\\
Weyl node & 0.101 & 3.0 & 300\\
bilayer & 0.177 & 6.14 & 100
\end{tabular}
\end{center}

Both sheets hold $10^{12}$ electrons per cm$^2$. The Weyl node is filled to 20 meV, with TaAs in mind. The speed $v$ is the group velocity at the Fermi energy.

\section{First estimate by scaling}

Let $n_i$ be the density of scatterers and $\rho$ the density of states at the Fermi energy for one spin and valley, or for one node. To lowest order a scattering rate is proportional to the squared potential, to $n_i$ and to $\rho$, so both rates scale as
\begin{equation}
\frac1\tau\sim\frac{n_iU_0^2\rho}{\hbar}.
\end{equation}
The ratio $\tau_{tr}/\tau_q$ is therefore a pure number, independent of the strength and density of the scatterers. A point potential offers every momentum transfer with the same amplitude. If one collision then randomizes the direction, $\tau_{tr}\sim\tau_q$.

For the mobility, a field $\mathcal E$ shifts the Fermi surface by $e\mathcal E\tau/\hbar$ during a time $\tau$. This is a fraction $e\mathcal E\tau/(\hbar k_F)$ of its radius, so the drift speed is about that fraction of $v$:
\begin{equation}
\mu\sim\frac{e\tau v}{\hbar k_F}.
\label{estimate}
\end{equation}
With $\tau=\tau_q$ this gives about 8600 cm$^2$/Vs for graphene, 13\,500 for the Weyl node and 5300 for the bilayer. The estimate ignores the pseudospin, which can make some directions unlikely even when the potential treats all of them alike.

\section{Exact solution within the golden rule}

\subsection{The scattering probability}

A Bloch state in a volume (or area) $\Omega$ is $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}|u_{\mathbf k}\rangle$, with $|u_{\mathbf k}\rangle$ the normalized pseudospin. For scatterers at positions $\mathbf R_j$,
\begin{equation}
\langle\mathbf k'|U|\mathbf k\rangle=\frac{U_0}{\Omega}\,
\langle u_{\mathbf k'}|u_{\mathbf k}\rangle
\sum_j e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_j}.
\end{equation}
When this is squared and averaged over independent random positions, the cross terms vanish for $\mathbf k'\neq\mathbf k$. Each of the $n_i\Omega$ scatterers contributes one, and the golden rule gives
\begin{equation}
W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{n_iU_0^2}{\Omega}\,
F\,\delta(E_{\mathbf k}-E_{\mathbf k'}),\qquad
F=|\langle u_{\mathbf k}|u_{\mathbf k'}\rangle|^2 .
\end{equation}
In all three materials $F$ depends only on the angle $\theta$ between $\mathbf k$ and $\mathbf k'$. Summing over final states gives $\Omega\rho$ times an average over directions, written $\langle\dots\rangle$:
\begin{equation}
\frac1{\tau_q}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}=C\langle F\rangle,
\qquad C=\frac{2\pi}{\hbar}n_iU_0^2\rho .
\label{quantum}
\end{equation}
The average runs over a circle in the sheets and over a sphere in the Weyl node. This $\tau_q$ is the lifetime of the occupation. The amplitude decays as $e^{-t/2\tau_q}$, so the half-width of the level is $\hbar/(2\tau_q)$.

\subsection{The transport rate}

Let the field $\mathcal E$ point along $x$ and let the electron charge be $-e$. Because $W$ is symmetric, the Pauli factors cancel:
\begin{equation}
Wf'(1-f)-Wf(1-f')=W(f'-f).
\end{equation}
Write $f=f_0+g$, with $g$ linear in the field. The equilibrium part $f_0$ depends only on energy and drops out of the collision term. With $\hbar\dot k_x=-e\mathcal E$ and $\partial f_0/\partial k_x=\hbar v_xf_0'(E)$, the steady state obeys
\begin{equation}
-e\mathcal E v_xf_0'=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(g_{\mathbf k'}-g_{\mathbf k}).
\end{equation}
Try $g=e\mathcal E\tau_{tr}v_xf_0'$. Scattering is elastic, so $f_0'$ is the same in both states and cancels:
\begin{equation}
v_x=\tau_{tr}\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(v_x-v_x').
\label{trial}
\end{equation}
The velocity is $v\mathbf n$, with $\mathbf n=\mathbf k/k$. Split the final direction into parts along and across the initial one, $\mathbf n'=\mathbf n\cos\theta+\mathbf t\sin\theta$. For fixed $\theta$ the transverse unit vector $\mathbf t$ takes opposite values with equal weight, so its contribution averages to zero. What remains of $v_x'$ is $v_x\cos\theta$. The trial form therefore solves the equation, with
\begin{equation}
\frac1{\tau_{tr}}=C\langle F(1-\cos\theta)\rangle .
\label{transport}
\end{equation}
Dividing (\ref{quantum}) by (\ref{transport}) removes $C$:
\begin{equation}
\frac{\tau_{tr}}{\tau_q}=\frac{\langle F\rangle}{\langle F(1-\cos\theta)\rangle}
=\frac1{1-c},\qquad c=\frac{\langle F\cos\theta\rangle}{\langle F\rangle}.
\label{ratio}
\end{equation}
Here $c$ is the mean cosine of the scattering angle. After $N$ independent collisions the mean velocity along the original direction is $c^N$ of its first value. Each interval lasts $\tau_q$ on average, and $\tau_q(1+c+c^2+\dots)=\tau_q/(1-c)$ is the transport lifetime.

\subsection{The three overlaps}

\paragraph{Graphene.} With $\varphi$ the direction of $\mathbf k$,
\begin{equation}
H=\hbar vk\begin{pmatrix}0&e^{-i\varphi}\\e^{i\varphi}&0\end{pmatrix},\qquad
|u\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\e^{i\varphi}\end{pmatrix},
\end{equation}
where the state shown has energy $+\hbar vk$. Hence
\begin{equation}
F=\tfrac14|1+e^{i\theta}|^2=\tfrac12(1+\cos\theta).
\end{equation}
Exact backscattering is forbidden. On a circle $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/2$, so
\begin{equation}
\langle F\rangle=\tfrac12,\qquad
\langle F(1-\cos\theta)\rangle=\tfrac12\langle1-\cos^2\theta\rangle=\tfrac14,\qquad
\frac{\tau_{tr}}{\tau_q}=2 .
\end{equation}

\paragraph{Weyl node.} For $H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k$ the upper state has its pseudospin along $\mathbf n$, with projector $P=(1+\boldsymbol\sigma\cdot\mathbf n)/2$. The Pauli matrices have zero trace and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$, so
\begin{equation}
F=\mathrm{Tr}\,PP'=\tfrac14(2+2\,\mathbf n\cdot\mathbf n')=\tfrac12(1+\cos\theta).
\end{equation}
The overlap is that of graphene, but the average differs. On a sphere $\cos\theta$ is uniformly distributed between $-1$ and $1$, so $\langle\cos^2\theta\rangle=1/3$ and
\begin{equation}
\langle F\rangle=\tfrac12,\qquad
\langle F(1-\cos\theta)\rangle=\tfrac12\left(1-\tfrac13\right)=\tfrac13,\qquad
\frac{\tau_{tr}}{\tau_q}=\frac32 .
\end{equation}

\paragraph{Bilayer graphene.} In the two-band model
\begin{equation}
H=-\frac{\hbar^2k^2}{2m}\begin{pmatrix}0&e^{-2i\varphi}\\e^{2i\varphi}&0\end{pmatrix},\qquad
|u\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\-e^{2i\varphi}\end{pmatrix},
\end{equation}
and the state shown has positive energy. The two minus signs cancel in the overlap:
\begin{equation}
F=\tfrac14|1+e^{2i\theta}|^2=\tfrac12(1+\cos2\theta)=\cos^2\theta .
\end{equation}
Since $\langle\cos^3\theta\rangle=0$ on a circle,
\begin{equation}
\langle F\rangle=\tfrac12,\qquad
\langle F(1-\cos\theta)\rangle=\tfrac12-0=\tfrac12,\qquad
\frac{\tau_{tr}}{\tau_q}=1 .
\end{equation}
The scattering is far from isotropic: it vanishes at $90^\circ$. The ratio is 1 because $F(\pi-\theta)=F(\theta)$, so forward and backward events balance and $c=0$.

\subsection{The mobility}

The current density is $-e$ times the sum of $v_xg$ over all states, per unit volume (or area), since $g$ is the change in occupation. At low temperature $-f_0'$ is a delta function at the Fermi energy. With $D$ the total density of states and $d$ the dimension, $\langle v_x^2\rangle=v^2/d$ gives $\sigma=e^2Dv^2\tau_{tr}/d$. The electron density $n$ is proportional to $k_F^d$, so $D=dn/dE=nd/(\hbar vk_F)$. Therefore
\begin{equation}
\mu=\frac{\sigma}{ne}=\frac{e\tau_{tr}v}{\hbar k_F}.
\label{mobility}
\end{equation}
For graphene $\tau_{tr}=2\times100=200$ fs, and
\begin{equation}
\mu=\frac{(1.602\times10^{-19})(2.00\times10^{-13})(1.00\times10^6)}
{(1.055\times10^{-34})(1.772\times10^8)}=1.71\ \mathrm{m^2/Vs},
\end{equation}
or 17\,100 cm$^2$/Vs.

\section{Comparison of estimate and solution}

\begin{center}
\begin{tabular}{lcccc}
 & $c$ & $\tau_{tr}$ (fs) & $\mu$, estimate & $\mu$, solution\\
graphene & $1/2$ & 200 & 8600 & 17\,100\\
Weyl node & $1/3$ & 450 & 13\,500 & 20\,300\\
bilayer & 0 & 100 & 5300 & 5300
\end{tabular}
\end{center}

Mobilities are in cm$^2$/Vs. The scaling form (\ref{estimate}) has the right prefactor, so the whole discrepancy lies in the assumption that one collision randomizes the direction. Relative to the solution, the estimate is low by one half in graphene and by one third in the Weyl node. In the bilayer it is right although its picture of isotropic scattering is wrong.

These ratios were also obtained without (\ref{transport}), by solving the linear Boltzmann equation numerically on Fermi surfaces found by diagonalization. The results, 2.0000, 1.5000 and 1.0000, are in the numerical output. For the distorted surfaces below, the same method defines $\tau_{tr}$ through $\sigma_{xx}=e^2D\langle v_x^2\rangle\tau_{tr}$ and averages $1/\tau_q$ over the Fermi surface.

\section{Where the three numbers change}

\subsection{Scatterers of finite range}

Let the potential be Gaussian, with squared Fourier transform proportional to $e^{-q^2b^2}$. Elastic scattering has $q^2=2k_F^2(1-\cos\theta)$. With $x=(k_Fb)^2\ll1$, the overlap is multiplied by $1-2x(1-\cos\theta)$ to first order. Define $M_j=\langle F(1-\cos\theta)^j\rangle$. Then
\begin{equation}
\frac{\tau_{tr}}{\tau_q}\simeq\frac{M_0-2xM_1}{M_1-2xM_2}
\simeq\frac{M_0}{M_1}\left[1+2x\left(\frac{M_2}{M_1}-\frac{M_1}{M_0}\right)\right].
\end{equation}
The new averages are $M_2=1/4$ for graphene and $1/3$ for the Weyl node, because the odd powers of $\cos\theta$ vanish in $\frac12\langle(1-\cos^2\theta)(1-\cos\theta)\rangle$. For the bilayer $M_2=\langle\cos^2\theta\rangle+\langle\cos^4\theta\rangle=1/2+3/8=7/8$. The ratios become $2+2x$, $3/2+x$ and $1+3x/2$.

For $b=1$ nm, $x=0.031$ in the sheets and $0.010$ in the Weyl node. The formulas give 2.063, 1.510 and 1.047; the full calculation gives 2.064, 1.510 and 1.049.

\subsection{A defect on one atomic site}

A potential on a single sublattice site of graphene violates the first and third assumptions. Each state, in either valley, has weight $1/2$ on that sublattice. The overlap is replaced by $|u_A^*u_A'|^2=1/4$ for every final direction in both valleys. The scattering is then isotropic, $c=0$, and the ratio is 1 instead of 2. A measured ratio near 1 in graphene would therefore not contradict short-range disorder.

The valleys are 17.0 nm$^{-1}$ apart. For the smooth potential with $b=1$ nm, the intervalley probability carries a factor of $10^{-126}$ at that momentum transfer, and about $10^{-122}$ when averaged over the two Fermi circles, while $k_Fb$ is only 0.18. In graphene the window between smooth and short is wide.

\subsection{A second Weyl node}

In a Weyl semimetal this window can be narrow or absent. Consider a partner node, separated along $z$ and related by a mirror that leaves the pseudospin unchanged, with $H'=\hbar v(\sigma_xk_x+\sigma_yk_y-\sigma_zk_z)$ and $\mathbf k$ measured from that node. Its pseudospin points along $(n_x',n_y',-n_z')$, so the overlap between the nodes is
\begin{equation}
F'=\tfrac12(1+n_xn_x'+n_yn_y'-n_zn_z').
\end{equation}
Let $\eta$ be the squared potential for internode transfer relative to that within a node, taken as constant. In units of $C$ the quantum rate is $(1+\eta)/2$. For a current along $z$, $\langle n_z'^2\rangle=1/3$ makes the returning terms $n_z/6$ from the same node and $-\eta n_z/6$ from the partner:
\begin{equation}
\frac1{C\tau_{tr}^{z}}=\frac{1+\eta}2-\frac{1-\eta}6=\frac{1+2\eta}3,\qquad
\frac{\tau_{tr}^{z}}{\tau_q}=\frac32\,\frac{1+\eta}{1+2\eta}.
\end{equation}
For a current along $x$ both returning terms are positive, the transport rate is $(1+\eta)/2-(1+\eta)/6=(1+\eta)/3$, and the ratio stays at $3/2$. This depends on how the mirror acts. A mirror acting on a real spin reverses $\sigma_x$ and $\sigma_y$ and gives $H'=-\hbar v\,\boldsymbol\sigma\cdot\mathbf k$; then $F'=\frac12(1-\mathbf n\cdot\mathbf n')$ and the reduced ratio $\frac32(1+\eta)/(1+2\eta)$ holds in every direction.

With a rough separation of 0.5 nm$^{-1}$ and $b=1$ nm, $\eta=e^{-0.25}=0.78$. In this model the ratio along the separation falls to 1.04. The number is only a rough guide for real nodes this close together: the momentum transfer between them varies over the Fermi surfaces, so $\eta$ is not constant, and the bands bend between the nodes. Keeping the full dependence on momentum transfer gives 1.06 for linear cones. Joining the nodes, a distance $Q$ apart, by a $\sigma_z$ term $\hbar v(k_z^2-Q^2/4)/Q$, whose saddle at 25 meV lies just above the Fermi energy, gives 1.20.

A longer range weakens the internode transfer, but it also favours small angles within each node. At $b=4$ nm the estimate with constant $\eta$ is $\eta=e^{-4}=0.02$, while $x=(k_Fb)^2$ has grown to 0.16, and the finite-range formula $3/2+x$ gives about 1.66 for an isolated node with a linear cone (1.68 without the expansion in $x$). The value $3/2$ in all directions is the limit in which $b$ is much longer than the inverse node separation and much shorter than $1/k_F$. This requires nodes separated by much more than $k_F$. With the rough values used here the two lengths are 2 and 10 nm, which leaves little room between them.

\subsection{Shape of the Weyl cone}

Unequal velocities do no harm. For $H=\hbar\sum_iv_i\sigma_ik_i$, the variables $\kappa_i=v_ik_i$ turn the Fermi surface into a sphere with uniform weight. The pseudospin lies along $\boldsymbol\kappa$, and the velocity component $i$ is $v_i\kappa_i/\kappa$, so the earlier argument applies to each principal axis. The numerical solution for velocities in the ratio $1:0.8:0.5$ gives 1.5000 along all three.

A tilt, $\hbar wk_z$ added to the energy, displaces the surface and changes its weights. For $w=0.3v$ the computed ratio is 1.635 along the tilt and 1.496 across it.

\subsection{The bilayer beyond two bands}

Let $\epsilon=\hbar v_0k$, with $v_0=10^6$ m/s the velocity of a single layer, and let $\gamma_1=0.38$ eV couple site $B_1$ of one layer to $A_2$ of the other. The amplitudes obey
\begin{align}
Ea_1&=\epsilon e^{-i\varphi}b_1, & Eb_1&=\epsilon e^{i\varphi}a_1+\gamma_1a_2,\\
Ea_2&=\gamma_1b_1+\epsilon e^{-i\varphi}b_2, & Eb_2&=\epsilon e^{i\varphi}a_2 .
\end{align}
The lower conduction band has $a_2=-b_1$. Inserting $a_1$ into the second equation gives $\epsilon^2=E(E+\gamma_1)$. For $E\ll\gamma_1$ this is $E=\hbar^2k^2/2m$ with $m=\gamma_1/(2v_0^2)$, the two-band model.

The weight on $B_1$ relative to $A_1$ is $E^2/\epsilon^2=E/(E+\gamma_1)\equiv s$, and likewise for $A_2$ relative to $B_2$. The phases of $(a_1,b_1,a_2,b_2)$ turn as $(e^{-i\varphi},1,1,e^{i\varphi})$. The normalized overlap is thus
\begin{equation}
\frac{e^{-i\theta}+2s+e^{i\theta}}{2(1+s)}=\frac{s+\cos\theta}{1+s},\qquad
F=\frac{(s+\cos\theta)^2}{(1+s)^2}.
\end{equation}
The term $2s\cos\theta$ in the square breaks the balance between forward and backward scattering:
\begin{equation}
\frac{\tau_{tr}}{\tau_q}=\frac{s^2+\frac12}{s^2+\frac12-s}.
\end{equation}
At the density of the example $E_F=33$ meV and $s=0.080$, so the ratio is 1.19. The value 1 is the limit $s\to0$. Trigonal warping, with a rough velocity of $10^5$ m/s and the same Fermi energy, raises the computed ratio to 1.29. The remaining couplings matter as well: a lattice model with $\gamma_0=3.16$, $\gamma_1=0.381$, $\gamma_3=0.38$, $\gamma_4=0.14$ and $\Delta'=0.022$ eV gives 1.37 at $10^{12}$ cm$^{-2}$. At $\tau_q=100$ fs the mobility is about 6600 cm$^2$/Vs with warping alone and 8200 with this full set, against 5300 in the two-band model.

A gap in the two-band model acts differently. With unequal weights $p$ and $1-p$ on its two components, $F=|p+(1-p)e^{2i\theta}|^2$ contains $\cos2\theta$ but no $\cos\theta$, so the ratio remains 1.

\section{Real samples}

Graphene on an oxide can have a mobility of order $10^4$ cm$^2$/Vs, and a bilayer several thousand, so the sheet values are in a realistic range. Clean TaAs crystals can have mobilities well above the value found here, and their nodes are neither isotropic nor all filled to the same energy.

The assumption of point disorder fails when the scatterers are charged impurities. Their potential falls with $q$, which favours small angles and raises $c$. With Thomas--Fermi screening, the computed ratios are 3.1 for graphene and 1.7 for the two-band bilayer (charges 1 nm from the sheet, dielectric constant 2.5), and 1.8 for the Weyl node (24 equal nodes, dielectric constant 20, scattering between nodes left out). Thomas--Fermi screening is poor for the bilayer: its static polarization grows with $q$, to about 1.5 times the Thomas--Fermi value at $q=1.8k_F$. This weakens backscattering, and with the $q$-dependent screening the ratio is 2.7. At fixed $\tau_q$, the graphene mobility would then be about 1.6 times the point-disorder result.

The golden rule requires $k_Fv\tau_q\gg1$. This product is 18, 9 and 11 for graphene, the Weyl node and the bilayer; the level half-widths are 3\%, 5\% and 9\% of the Fermi energy. For the Weyl node this condition is not sufficient. The real part of the self-energy grows as $1/b$: the disorder implied by $\tau_q=300$ fs shifts the energy by about 30\% at $b=1$ nm, against under 3\% for graphene, and reaches the critical strength of the self-consistent Born approximation near $b=0.3$ nm. The Weyl values therefore need a range well above that. At 4 K the thermal energy is below 2\% of the Fermi energy in each case. Phonons and interference between scattering paths are left out, and their effect has not been estimated here.

\section*{Computed results}
\begin{verbatim}
input v graphene, Weyl = 1.0e+06, 3.0e+05 m/s
input sheet density = 1.0e+12 cm^-2
input bilayer coupling gamma1 = 0.38 eV
bilayer mass = 0.0334 electron masses
input temperature = 4.0 K
graphene: <F> = 0.5000, <F(1-cos)> = 0.2500
graphene: mean cosine = 0.5000, tau_tr/tau_q = 2.0000
graphene: k_F = 0.1772 1/nm, E_F = 116.67 meV
graphene: speed = 1.000e+06 m/s, k_F*v*tau_q = 17.72
graphene: input tau_q = 100 fs, tau_tr = 200 fs
graphene: mobility = 17143 cm2/Vs; from tau_q = 8572
graphene: half-width = 3.29 meV, /E_F = 0.028
graphene: kT/E_F = 0.0030
graphene: ratio, Gaussian range 1.0 nm = 2.064
graphene: ratio, charged = 3.13, screening q = 0.620 1/nm
Weyl: <F> = 0.5000, <F(1-cos)> = 0.3333
Weyl: mean cosine = 0.3333, tau_tr/tau_q = 1.5000
Weyl: k_F = 0.1013 1/nm, E_F = 20.00 meV
Weyl: speed = 3.000e+05 m/s, k_F*v*tau_q = 9.12
Weyl: input tau_q = 300 fs, tau_tr = 450 fs
Weyl: mobility = 20250 cm2/Vs; from tau_q = 13500
Weyl: half-width = 1.10 meV, /E_F = 0.055
Weyl: kT/E_F = 0.0172
Weyl: ratio, Gaussian range 1.0 nm = 1.510
Weyl: ratio, charged = 1.82, screening q = 0.239 1/nm
Weyl: density in 24 nodes = 4.21e+17 cm^-3
bilayer: <F> = 0.5000, <F(1-cos)> = 0.5000
bilayer: mean cosine = 0.0000, tau_tr/tau_q = 1.0000
bilayer: k_F = 0.1772 1/nm, E_F = 35.82 meV
bilayer: speed = 6.140e+05 m/s, k_F*v*tau_q = 10.88
bilayer: input tau_q = 100 fs, tau_tr = 100 fs
bilayer: mobility = 5263 cm2/Vs; from tau_q = 5263
bilayer: half-width = 3.29 meV, /E_F = 0.092
bilayer: kT/E_F = 0.0096
bilayer: ratio, Gaussian range 1.0 nm = 1.049
bilayer: ratio, charged = 1.69, screening q = 1.010 1/nm
input kappa sheets, Weyl = 2.5, 20.0; setback = 1.0 nm
graphene: ratio, atomic one-site defect = 1.0000
graphene: valley distance = 17.03 1/nm (a = 0.246 nm)
graphene: log10 intervalley factor at that range = -126
bilayer: ratio with half-gap 10 meV = 1.0000
bilayer four-band: E_F = 32.96 meV, s = 0.0798
bilayer four-band: ratio = 1.187
bilayer with warping v3 = 1.0e+05 m/s: ratio = 1.286
Weyl pair, eta = 0.779: ratio along = 1.043, across = 1.500
Weyl pair, eta = 1.000: ratio along = 1.000, across = 1.500
input Weyl node separation = 0.5 1/nm
Weyl, velocities 1:0.8:0.5: ratios = 1.5000, 1.5000, 1.5000
Weyl, tilt 0.3: ratio along = 1.635, across = 1.496
\end{verbatim}
